\section*{Dirac levels as fixed points of an energy-dependent quadratic form}

\section{A level that should not exist}

An electron in the field of a point charge $Z=80$ has its lowest level with angular number $\kappa=+1$ (the state $2p_{1/2}$) at $-24622.16$ eV. Expand both radial components in the same twelve functions, diagonalize the Dirac matrix for $\kappa=+1$, and a level appears at $-96115.84$ eV. This is the energy of $1s$, which belongs to $\kappa=-1$. The scheme below uses a basis for the large component alone and has no such level; its derivation also shows where the false one comes from.

The model is one electron in a fixed external potential, without Breit, radiative, recoil or nuclear-size effects. For $Z=80$ the radiative and nuclear-size effects shift the $1s$ level by tens to hundreds of eV (recoil by less than 1 eV), so the digits quoted below serve to compare numbers within this model, not to describe a real ion.

\section{Eliminating the small component}

Atomic units are used in the algebra, and the rest energy is subtracted from $E$. With real radial functions $G$ (large) and $F$ (small), $V=-Z/r$ and $D=d/dr+\kappa/r$, the Dirac equations are
\begin{align}
VG+c\left(-\frac{d}{dr}+\frac{\kappa}{r}\right)F&=EG, \label{up}\\
cDG+(V-2c^2)F&=EF. \label{low}
\end{align}
Let $0<Z<\frac{\sqrt3}{2}c$ and $E>-2c^2$, and write $a=2c^2+E>0$. Equation \eqref{low} gives
\begin{equation}
F=c\,p\,DG,\qquad p=\frac{1}{a-V}=\frac{r}{Z+ar}. \label{F}
\end{equation}
Insert this in \eqref{up}, multiply by $G$ and integrate by parts. The left side becomes
\begin{equation}
\mathcal Q_E[G]=\int_0^\infty\left(c^2p\,|DG|^2+V G^2\right)dr. \label{Q}
\end{equation}
Let $\lambda_1(E)\le\lambda_2(E)\le\dots$ be the min-max values of $\mathcal Q_E$ relative to $\|G\|^2=\int G^2dr$:
\begin{equation}
\lambda_k(E)=\inf_{\dim S=k}\ \max_{G\in S,\ \|G\|=1}\mathcal Q_E[G]. \label{mm}
\end{equation}
A Dirac level is a solution of $\lambda_k(E)=E$.

\subsection{The form is bounded below}

Take $G$ smooth and zero near $r=0$ and at large $r$; the form domain is the closure of these functions. Expand
\[
|DG|^2=G'^2+\frac{\kappa^2}{r^2}G^2+\frac{\kappa}{r}(G^2)' .
\]
Since $p/r=1/(Z+ar)$ has derivative $-a/(Z+ar)^2$, integrating the last term by parts yields
\begin{equation}
\mathcal Q_E=\int\left\{c^2pG'^2+\left[\frac{c^2\kappa^2}{r(Z+ar)}+\frac{\kappa c^2a}{(Z+ar)^2}-\frac Zr\right]G^2\right\}dr. \label{SL}
\end{equation}
Now use
\[
\frac{1}{r(Z+ar)}=\frac1{Zr}-\frac{a}{Z(Z+ar)}\ge\frac1{Zr}-\frac{a}{Z^2}.
\]
The middle term in \eqref{SL} is at least $-|\kappa|c^2a/Z^2$. Hence
\begin{equation}
\mathcal Q_E\ge\left(\frac{c^2\kappa^2}{Z}-Z\right)\int\frac{G^2}{r}dr-Ca\|G\|^2,\quad C=\frac{c^2(\kappa^2+|\kappa|)}{Z^2}. \label{lb}
\end{equation}
The first coefficient is positive because $Z<c|\kappa|$. For $Z>c|\kappa|$ this argument fails, since the attraction then exceeds the kinetic term near the nucleus.

The same estimate for the kinetic part $T=c^2\int p|DG|^2$ reads $T\ge(c^2\kappa^2/Z)\int G^2/r-Ca\|G\|^2$. With $\beta=Z^2/(c^2\kappa^2)<1$ it gives $Z\int G^2/r\le\beta(T+Ca\|G\|^2)$, so
\begin{equation}
\mathcal Q_E\ge(1-\beta)T-\beta Ca\|G\|^2. \label{Tb}
\end{equation}
Thus $T$ is controlled by the form. A small change of $E$ changes $T$ by a small fraction of itself, and each $\lambda_k(E)$ is continuous.

\subsection{Negative values are eigenvalues}

Functions spread over a large length $R$ have $T\sim R^{-2}$ and potential energy $\sim-Z/R$. Taking $k$ of them with disjoint supports shows $\lambda_k(E)<0$ for every $k$.

These values are discrete. Suppose an infinite orthonormal sequence had $\mathcal Q_E\le-\varepsilon$ on its span. By \eqref{lb} and \eqref{Tb} it would have bounded $\int G^2/r$ and, away from the origin, bounded $\int G'^2$ on finite intervals. A subsequence would then tend to zero in $L^2(0,R)$. Beyond a large $R$ the bracket in \eqref{SL} exceeds $-\varepsilon/2$, and inside $R$ it is bounded below, so $\mathcal Q_E$ could not stay below $-\varepsilon$.

\subsection{Fixed points and Dirac states correspond}

If $G$ is an eigenfunction of the form with $\lambda_k(E)=E$, then \eqref{up} holds weakly with $F$ from \eqref{F}. Since $p<1/a$,
\[
\int F^2dr=c^2\int p^2|DG|^2dr\le\frac{T}{a}<\infty,
\]
so the spinor is normalizable. Conversely, near $r=0$ Dirac solutions behave as $r^{\pm\gamma}$ with $\gamma^2=\kappa^2-Z^2/c^2$. The assumption on $Z$ makes $\gamma>\frac12$, which excludes $r^{-\gamma}$ from $L^2$. The remaining solution, $r^\gamma$ at the origin and exponentially decaying outside, has finite form energy. It is unique up to a factor, so the eigenvalues are simple.

\section{Monotonicity and its consequences}

At fixed $G$, $\partial p/\partial E=-p^2$, and therefore
\begin{equation}
\frac{\partial\mathcal Q_E[G]}{\partial E}=-c^2\int p^2|DG|^2dr=-\int F^2dr<0. \label{mono}
\end{equation}
The integral vanishes only for $G\propto r^{-\kappa}$, which is not normalizable on $(0,\infty)$. Let $E'>E$, and let $S$ be the span of the first $k$ eigenfunctions at $E$. On the unit sphere of $S$, which is compact, $\mathcal Q_{E'}<\mathcal Q_E\le\lambda_k(E)$. Equation \eqref{mm} then gives $\lambda_k(E')<\lambda_k(E)$.

For a simple eigenvalue the change of the eigenfunction does not contribute at first order, because $\mathcal Q_E$ is stationary at fixed norm. Hence
\begin{equation}
\lambda_k'(E)=-n,\qquad n=\frac{\int F^2dr}{\int G^2dr}. \label{slope}
\end{equation}

The function $f_k(E)=\lambda_k(E)-E$ falls at least as fast as $-E$. By \eqref{lb}, $f_k\ge2c^2-(1+C)a$, which is positive for small $a$; at $E=0$, $f_k=\lambda_k(0)<0$. So each $k$ has exactly one fixed point $E_k$ in $(-2c^2,0)$, and every Dirac level there is one of them.

\subsection{A finite basis}

Restrict $G$ to an $N$-dimensional subspace of the form domain, but integrate \eqref{Q} in full. The infimum in \eqref{mm} then runs over fewer spaces, so $\lambda_k^N(E)\ge\lambda_k(E)$. The lower bound still makes $\lambda_k^N-E$ positive near $-2c^2$, and it tends to $-\infty$ as $E\to\infty$. There are thus exactly $N$ fixed points above $-2c^2$, one for each index.

At $E_k$ we have $\lambda_k^N(E_k)-E_k\ge0$, so $E_k^N\ge E_k$. Since $\lambda_k^N$ decreases, $E_k^N=\lambda_k^N(E_k^N)\le\lambda_k^N(E_k)$. Together,
\begin{equation}
0\le E_k^N-E_k\le\lambda_k^N(E_k)-E_k. \label{err}
\end{equation}
If the subspaces become dense in the form domain, the right side tends to zero. This is the sense of ``pollution-free'': the $k$th computed level lies above the $k$th true level and converges to it. Positive fixed points represent the continuum or a poor basis, not bound states.

\section{The iteration}

Newton's step for $f_k=0$ follows from $f_k'=-(1+n)$:
\begin{equation}
E_{\rm new}=E+\frac{\lambda_k-E}{1+n}=\frac{\lambda_k+nE}{1+n}. \label{newton}
\end{equation}
It equals the Dirac energy quotient of $(G,F)$. From \eqref{F}, $cDG=F/p$, so $c\int F\,DG=\int F^2/p=T$; also $V-2c^2=E-1/p$. Therefore
\begin{align*}
&\int\left[VG^2+2cF\,DG+(V-2c^2)F^2\right]dr\\
&\quad=\int VG^2dr+2T+E\int F^2dr-T=\mathcal Q_E[G]+E\int F^2dr .
\end{align*}
Division by $\int(G^2+F^2)dr$ gives \eqref{newton}.

Monotonicity supplies an enclosure. If $\lambda_k(E)>E$, the root exceeds $E$, and being itself a value of $\lambda_k$ further right, it is below $\lambda_k(E)$. The opposite case is the mirror image. The root therefore lies between $E$ and $\lambda_k(E)$.

\begin{verbatim}
low = -2c^2; high = infinity; E = 0; old = infinity
repeat
    build Q_E and the overlap matrix
    find lambda_k, G; F = c p DG; n = |F|^2/|G|^2
    g = lambda_k - E
    if |g| < tol: return E
    if g > 0: low = E;  high = min(high, lambda_k)
    else:     high = E; low = max(low, lambda_k)
    new = E + g/(1+n)
    if new not in (low,high) or |g| > old/2:
        new = (low+high)/2
    old = |g|; E = new
\end{verbatim}

In exact arithmetic this converges. If midpoints are taken finitely often, the residual $|g|$ eventually halves at every step. If they are taken infinitely often, the bracket shrinks to a point, and continuity sends $g$ to zero. Since $f_k$ has slope at most $-1$, the stopping rule bounds the iteration error: $|E-E_k^N|\le|g|$.

\section{The Coulomb reference}

Put $P=a/c$ and $Q=-\lambda/c$, where $\lambda$ is the eigenvalue of the form at trial energy $E$. The eigenvalue equation is the first-order system
\[
\begin{pmatrix}G\\F\end{pmatrix}'=
\left[\begin{pmatrix}0&P\\Q&0\end{pmatrix}+\frac1r
\begin{pmatrix}-\kappa&Z/c\\-Z/c&\kappa\end{pmatrix}\right]
\begin{pmatrix}G\\F\end{pmatrix}
\equiv\left[A+\frac Br\right]\begin{pmatrix}G\\F\end{pmatrix}.
\]
Insert $r^\gamma e^{-qr}\sum_ju_jr^j$ with $q=\sqrt{PQ}$. A series that does not terminate grows as $e^{2qr}$ and spoils the decay. If the last index is $n_r$, the highest power requires $(A+q)u_{n_r}=0$, so $u_{n_r}\propto(\sqrt P,-\sqrt Q)^T$. The next power gives
\[
(\gamma+n_r-B)u_{n_r}=(A+q)u_{n_r-1}.
\]
The row $w=(\sqrt Q,-\sqrt P)$ satisfies $w(A+q)=0$. With $wu_{n_r}=2q$ and $wBu_{n_r}=Z(P-Q)/c$ (the $\kappa$ terms cancel),
\begin{equation}
\gamma+n_r=\frac{Z(P-Q)}{2c\sqrt{PQ}}. \label{quant}
\end{equation}
For $n_r=0$ the condition $(\gamma-B)u_0=0$ has first row $(\gamma+\kappa)\sqrt P+(Z/c)\sqrt Q=0$, which needs $\kappa<0$.

At a level $\lambda=E$, so $P-Q=2(E+c^2)/c$. With $s=(E+c^2)/c^2$, $q=c\sqrt{1-s^2}$ and \eqref{quant} gives
\begin{equation}
E=c^2(s-1),\qquad s=\left[1+\frac{Z^2}{c^2(n_r+\gamma)^2}\right]^{-1/2}. \label{som}
\end{equation}

Equation \eqref{quant} fixes only the ratio $Q/P$. Hence, for the pure Coulomb potential in the full space,
\begin{equation}
\lambda_k(E)=-n_k(2c^2+E),\qquad n_k=\frac{-E_k}{2c^2+E_k}. \label{lin}
\end{equation}
The curve is a straight line, and by \eqref{slope} $n_k$ is the norm ratio. Newton's step then lands on $E_k$ from any starting energy, while the plain iteration $E\leftarrow\lambda_k(E)$ multiplies the error by $-n_k$. For other potentials the curve need not be straight, which is why the safeguards are kept.

In the nonrelativistic limit $p\to1/(2c^2)$, and the form becomes
\[
\frac12\int\left[G'^2+\frac{\kappa(\kappa+1)}{r^2}G^2\right]dr+\int VG^2dr,
\]
the Schr\"odinger form. The energy dependence disappears, and $n_k$ falls as $c^{-2}$.

\section{Numbers for $Z=80$}

Here $Z/c=0.583788$ and $\gamma=0.811906$ for $|\kappa|=1$. With $n_r=0$, \eqref{som} reduces to $s=\gamma$, and half of $2c^2=1021997.90$ eV gives
\[
E_{1s}=510998.95\,(0.811906-1)\ \text{eV}\approx-96116\ \text{eV}.
\]
For $n_r=1$, $s\approx0.951816$ and $E\approx-24622$ eV, common to $2s$ and $2p_{1/2}$.

The basis consists of $r^\gamma e^{-r/\ell}$ times polynomials in $r$ of degree below $N$, with decay length $\ell=0.009$ angstrom. The excess over the reference, in eV, is:

\begin{center}
\begin{tabular}{rrrr}
$N$ & $1s$ & $2s$ & $2p_{1/2}$\\
1 & 5520.3915 & -- & 56438.9767\\
2 & 379.9448 & 5954.0174 & 2520.6014\\
4 & 0.6138 & 40.0130 & 16.7128\\
8 & 0.0000 & 0.0003 & 0.0001
\end{tabular}
\end{center}

Every excess is non-negative to the digits shown and respects \eqref{err}; for $2s$ at $N=4$ the bound is $41.0264$ eV. The single function for $2p_{1/2}$ gives a fixed point at $+31816.8$ eV. This is a valid upper bound but no bound state. At $N=12$ the tests find all three levels within $10^{-5}$ eV of the reference. Since \eqref{quant} is a necessary condition and the computed values are upper bounds, this also identifies the allowed values with the levels: nothing lower is permitted for the same index.

For $2p_{1/2}$ the iteration starts at $E=0$ with $\lambda=-25230.01$ eV and $n=0.024687$. The next energy is
\[
\frac{-25230.01}{1.024687}\ \text{eV}\approx-24622.2\ \text{eV},
\]
already converged, as \eqref{lin} predicts. That one step suffices follows from the straight line \eqref{lin}, which was derived for the Coulomb potential; a curved $\lambda_k(E)$ generally needs further steps. For $1s$, $n=96115.84/925882.06=0.103810$, and plain iteration shows the error factor $-0.103810$.

\section{Why a common basis can fail}

At fixed $G$ and $E$, completing the square pointwise gives
\begin{equation}
T=\max_F\int\left(2cF\,DG-\frac{F^2}{p}\right)dr, \label{max}
\end{equation}
with the maximum at $F=cpDG$. A finite space for $F$ may miss this function. The kinetic form is then too small, and the upper-bound argument is lost.

For the Coulomb potential the damage can be located. Let both components use the same real functions $\phi_i$, vanishing at both ends, with overlap $S$, $R_{ij}=\int\phi_i\phi_j/r$ and the antisymmetric matrix $d_{ij}=\int\phi_i\phi_j'$. The matrix of the Dirac operator minus $E$ is
\[
\mathcal P_\kappa=R\otimes M_\kappa+S\otimes L+d\otimes J,
\]
\[
M_\kappa=\begin{pmatrix}-Z&c\kappa\\c\kappa&-Z\end{pmatrix},\quad
L=-\begin{pmatrix}E&0\\0&a\end{pmatrix},\quad
J=\begin{pmatrix}0&-c\\c&0\end{pmatrix}.
\]
Define
\[
K=\begin{pmatrix}-Zc/\kappa&E\\a&Zc/\kappa\end{pmatrix}.
\]
The off-diagonal elements of $KM_\kappa$ are $-Zc^2-ZE$ and $-Za+Zc^2$, which are equal; those of $KL$ are both $-Ea$. These products are symmetric, so $KM_\kappa=M_\kappa K^T$ and $KL=LK^T$. Because $K$ has zero trace, $KJ$ is symmetric too, but $J^T=-J$ makes this $KJ=-JK^T$. Thus $(1\otimes K)\mathcal P_\kappa(1\otimes K^T)^{-1}$ is $\mathcal P_\kappa$ with the sign of $d$ reversed. Changing the sign of $F$ turns $M_\kappa$ into $M_{-\kappa}$ and restores the sign of $d$. Therefore
\[
\det\mathcal P_\kappa(E)=\det\mathcal P_{-\kappa}(E)
\]
wherever $\det K\ne0$, and by continuity of polynomials everywhere. The two matrix spectra coincide, so once the $\kappa=-1$ matrix describes $1s$, the $\kappa=+1$ matrix contains the same energy. The coincidence relies on $V\propto 1/r$. For another potential the two spectra differ in general; a false level can still appear, but it need not lie at the energy of a $-\kappa$ state.

At $E=E_{1s}$ and $\kappa=+1$, the lowest eigenvalue of the full form is $-22857.20$ eV. Restricting $F$ to the twelve common functions lowers it to $-96115.84$ eV, which equals the trial energy and creates the false fixed point.

The cure confirms the cause. Keep the $\phi_i$ for $G$, and use $p\,D\phi_i$, evaluated at $E_1^N$, for $F$. At that energy the maximum in \eqref{max} is reached for every trial $G$, so the lowest eigenvalue equals $E_1^N$. The restricted form still decreases with $E$, hence no matrix level lies between $-2c^2$ and $E_1^N$. With $N=8$ the lowest such level is $-24622.1624$ eV.

\section{Cost, stability and limits of use}

With $m$ quadrature points, building the form costs $O(mN^2)$ and a full diagonalization $O(N^3)$ per iteration, with $O(mN)$ storage. Each level needs its own iteration, whereas one $2N$-dimensional Dirac matrix yields all its levels at once. Higher levels at the same $E$ should not be read as Dirac energies; only the one that meets $\lambda_k(E)=E$ is.

The quadrature must resolve the length $Z/a$ where $|V|=2c^2+E$. For $1s$ this is $0.001244$ angstrom, well inside the basis decay length. A uniform grid in $\log r$ covers both scales. An inaccurate kinetic integral can destroy the upper bound just as a small space for $F$ does. Rounding in the eigenvalue grows with the matrix norm, so a tolerance below that rounding makes the stopping rule meaningless.

For another potential, $2c^2+E-V$ must stay positive, the form must be bounded below, and its negative values must be discrete. A short-range attraction may then support only finitely many fixed points below zero. If $2c^2+E-V$ changes sign, the elimination is singular and the proof does not apply. The numerical output follows.

\section*{Computed values}
\begin{verbatim}
nuclear charge Z = 80, Z/c = 0.583788, gamma = 0.811906
twice the rest energy = 1021997.90 eV
basis decay length = 0.009 angstrom
reference 1s level = -96115.8433 eV
reference 2s and 2p1/2 level = -24622.1625 eV
radius where |V| = 2c^2+E for 1s = 0.001244 angstrom
kappa -1: lowest eigenvalue at E = -2c^2: 76611.04 eV (N = 12)
kappa +1: lowest eigenvalue at E = -2c^2: 76611.04 eV (N = 12)
1s N=1: level -90595.4519 eV, above reference 5520.3915 eV, bound 5858.7465 eV
1s N=2: level -95735.8985 eV, above reference 379.9448 eV, bound 417.1419 eV
1s N=4: level -96115.2295 eV, above reference 0.6138 eV, bound 0.6775 eV
1s N=8: level -96115.8433 eV, above reference 0.0000 eV, bound 0.0000 eV
1s N=12: level -96115.8433 eV, above reference 0.0000 eV, bound 0.0000 eV
1s: norm ratio of small to large component = 0.103810
2s N=2: level -18668.1451 eV, above reference 5954.0174 eV, bound 6344.3164 eV
2s N=4: level -24582.1495 eV, above reference 40.0130 eV, bound 41.0264 eV
2s N=8: level -24622.1622 eV, above reference 0.0003 eV, bound 0.0003 eV
2s N=12: level -24622.1625 eV, above reference 0.0000 eV, bound 0.0000 eV
2s: norm ratio of small to large component = 0.024687
2p1/2 N=1: level 31816.8142 eV, above reference 56438.9767 eV, bound 62783.5046 eV
2p1/2 N=2: level -22101.5612 eV, above reference 2520.6014 eV, bound 2622.2380 eV
2p1/2 N=4: level -24605.4497 eV, above reference 16.7128 eV, bound 17.1300 eV
2p1/2 N=8: level -24622.1624 eV, above reference 0.0001 eV, bound 0.0001 eV
2p1/2 N=12: level -24622.1625 eV, above reference 0.0000 eV, bound 0.0000 eV
2p1/2: norm ratio of small to large component = 0.024687
iteration for 2p1/2 with N = 12:
  step 0: E = 0.000000 eV, lambda(E) = -25230.008563 eV
  step 1: E = -24622.162529 eV, lambda(E) = -24622.162529 eV
plain iteration for 1s: error factor per step = -0.103810
common basis, kappa +1: false level = -96115.8433 eV
common basis, kappa +1: levels in gap below 2p1/2 = 1
kappa +1 at E = E(1s): lowest eigenvalue, full form = -22857.2018 eV
kappa +1 at E = E(1s): lowest eigenvalue, restricted form = -96115.8433 eV
kappa +1, eliminated lower space, N = 8: lowest level in gap = -24622.1624 eV
\end{verbatim}
